# Where a Circular Sputtering Racetrack Deposits a Locally Flat Film

## The problem

In a planar magnetron the plasma erodes the target mainly along a closed loop, the racetrack. Take the loop to be a thin circle of radius \(R\), emitting equally from every part of its circumference. A flat substrate lies parallel to the target at distance \(h\), centred on the axis of the circle.

Each point of the ring emits atoms with the cosine law: the probability per unit solid angle is proportional to \(\cos\theta\), where \(\theta\) is measured from the target normal. The atoms fly in straight lines, and every atom that arrives stays where it lands. The film has the same density everywhere, so its thickness \(t(r)\) at distance \(r\) from the axis is proportional to the number of atoms arriving per unit area.

1. At what distance \(h\) does the curvature of the thickness profile vanish at the centre, \(t''(0)=0\)?
2. What does the profile look like at shorter and longer distances?
3. A chromium film is grown on a disk of radius 10 mm below a racetrack of radius 20 mm. How thick and how even is it at the distance found in part 1, and is that the best distance for this disk?

## A tempting solution

First find what one emitted atom contributes. The cosine law must be normalized over the hemisphere in front of the target:

\[
\int_0^{\pi/2}\cos\theta\,2\pi\sin\theta\,d\theta=\pi ,
\]

so the probability per solid angle is \(\cos\theta/\pi\). A small substrate area \(dS\) at distance \(d\) from the emitting point is seen at an angle, because the two surfaces are parallel and the line of flight makes the same angle \(\theta\) with both normals. It fills the solid angle \(\cos\theta\,dS/d^2\). With \(\cos\theta=h/d\), the expected number of arrivals per unit area, for one emitted atom, is

\[
\frac{\cos\theta}{\pi}\,\frac{\cos\theta}{d^2}=\frac{h^2}{\pi d^4}.
\]

Let \(\varphi\) be the angle around the ring between the emitting point and the direction of the substrate point. The horizontal separation follows from the law of cosines, and

\[
d^2=h^2+R^2+r^2-2Rr\cos\varphi .
\]

Now comes the tempting step. Near the centre \(r\) is small, and the term \(-2Rr\cos\varphi\) averages to zero around the ring. It therefore seems safe to drop it. With \(s=h^2+R^2\), this gives

\[
F_{\text{wrong}}(r)=\frac{h^2}{\pi(s+r^2)^2}
\approx\frac{h^2}{\pi s^2}\left(1-\frac{2r^2}{s}\right).
\]

The second derivative at the centre, divided by the central value, would be \(-4/s\). This is negative for every \(h\), so the film would be thickest at the centre at any distance, and the answer to part 1 would be that no such distance exists.

## Where it fails

A short distance exposes the error. If the substrate is very close to the target, most atoms land near the ring, and the film must become thicker on the way from the centre towards \(r=R\). The tempting result predicts the opposite.

The fault is that the average was taken too early. What must be averaged is \(1/d^4\), not \(d^2\). Moving off the axis brings one side of the ring closer and takes the other side farther away. To first order the changes in \(d^2\) cancel, but the changes in \(1/d^4\) do not cancel at second order. For two points whose squared distances are \(s-\delta\) and \(s+\delta\), with \(0<\delta<s\), expansion gives

\[
\frac12\left[\frac1{(s-\delta)^2}+\frac1{(s+\delta)^2}\right]
=\frac1{s^2}\left(1+\frac{3\delta^2}{s^2}+\cdots\right).
\]

The nearer point gains more than the farther point loses. Since \(\delta\) is proportional to \(r\), the gain is proportional to \(r^2\), which is the order that decides the curvature.

## The right expansion

Write \(q=d^2=s+\varepsilon\), with \(\varepsilon=r^2-2Rr\cos\varphi\), and \(f(q)=q^{-2}\). The arrival density per emitted atom is \(F=(h^2/\pi)\langle f(q)\rangle\), where the brackets mean an average over \(\varphi\). Taylor's expansion is

\[
f(s+\varepsilon)=f(s)+f'(s)\varepsilon+\tfrac12 f''(s)\varepsilon^2+\cdots .
\]

Over a full circle \(\langle\cos\varphi\rangle=0\) and \(\langle\cos^2\varphi\rangle=1/2\). Hence

\[
\langle\varepsilon\rangle=r^2,\qquad
\langle\varepsilon^2\rangle
=\langle4R^2r^2\cos^2\varphi-4Rr^3\cos\varphi+r^4\rangle
=2R^2r^2+r^4 .
\]

The cubic part of \(\varepsilon^3\) is \(-8R^3r^3\cos^3\varphi\), which averages to zero. The next corrections are therefore of order \(r^4\), and

\[
\langle f\rangle=f(s)+r^2\left[f'(s)+R^2f''(s)\right]+O(r^4).
\]

For \(f=q^{-2}\), the derivatives are \(f'=-2q^{-3}\) and \(f''=6q^{-4}\). Dividing by \(f(s)=s^{-2}\),

\[
\frac{F(r)}{F(0)}
=1+r^2\left(-\frac2s+\frac{6R^2}{s^2}\right)+O(r^4)
=1+\frac{2(3R^2-s)}{s^2}\,r^2+O(r^4).
\]

Since \(3R^2-s=2R^2-h^2\), and the second derivative of \(r^2\) is 2, the relative central curvature is

\[
K=\frac{t''(0)}{t(0)}=\frac{4(2R^2-h^2)}{(h^2+R^2)^2}.
\]

For finite positive \(h\) this vanishes at one distance:

\[
\boxed{h=\sqrt2\,R}
\]

This answers part 1. Summing over emitting points directly, with vectors for the flight paths and surface normals, and searching for zero curvature gives \(h/R=1.414214\), in agreement.

Two limits show what the terms mean. For \(h\gg R\), \(K\to-4/h^2\): the ring acts like a point source and the centre is a maximum. For \(h\to0\), \(K\to8/R^2\): the centre is a minimum, as the argument about a close substrate requires.

The average over the whole circle matters as well. If the ring were replaced by its two intersections with a diameter, and the profile taken along that diameter, \(\cos^2\varphi\) would equal 1 instead of averaging to \(1/2\). The condition would become \(f'+2R^2f''=0\), or \(s=6R^2\), and the distance would be \(\sqrt5\,R\). A drawing of the cross-section alone is therefore not enough.

## The whole profile

The expansion says nothing about points far from the axis. For those, do the angular integral in full. Put \(A=s+r^2\) and \(B=2Rr\). Then \(A-B=h^2+(R-r)^2>0\), so the denominator \(A-B\cos\varphi\) never vanishes.

Start with the first power. The substitution \(u=\tan(\varphi/2)\) gives \(\cos\varphi=(1-u^2)/(1+u^2)\) and \(d\varphi=2\,du/(1+u^2)\), so

\[
\int_{-\pi}^{\pi}\frac{d\varphi}{A-B\cos\varphi}
=\int_{-\infty}^{\infty}\frac{2\,du}{(A-B)+(A+B)u^2}
=\frac{2\pi}{\sqrt{A^2-B^2}} .
\]

Differentiate both sides with respect to \(A\) at fixed \(B\), change the sign, and divide by \(2\pi\):

\[
\left\langle\frac1{(A-B\cos\varphi)^2}\right\rangle
=\frac{A}{(A^2-B^2)^{3/2}},
\qquad
F(r)=\frac{h^2}{\pi}\,\frac{A}{(A^2-B^2)^{3/2}} .
\]

Every atom emitted into the forward hemisphere must land somewhere on an infinite substrate plane. Numerical integration of \(2\pi rF(r)\) over the plane at \(h=\sqrt2R\) gives 1.000000, which confirms the normalization.

To find where the film is thickest, let \(x=r^2\) and \(D=A^2-B^2\). Then

\[
D=(s+x)^2-4R^2x=s^2+2(s-2R^2)x+x^2 .
\]

Differentiating \(F=(h^2/\pi)(s+x)D^{-3/2}\) gives

\[
\frac{dF}{dx}=\frac{h^2}{\pi D^{5/2}}
\left[D-3(s+x)(s-2R^2+x)\right].
\]

The product in the bracket is \(s(s-2R^2)+(2s-2R^2)x+x^2\). Collecting powers of \(x\), the bracket becomes

\[
\begin{aligned}
&(6R^2s-2s^2)+(2R^2-4s)x-2x^2\\
&\qquad=2\left[s(2R^2-h^2)-(2s-R^2)x-x^2\right].
\end{aligned}
\]

Here \(2s-R^2=2h^2+R^2\) is positive. This settles part 2:

- For \(h<\sqrt2R\), the bracket starts positive and decreases steadily as \(x\) grows, so it changes sign once. The film has a dip at the centre and one ring-shaped maximum.
- For \(h\ge\sqrt2R\), the bracket is negative at every \(x>0\). The film is thickest at the centre and thins steadily outwards.

At \(h=R\), for example, \(s=2R^2\) and the maximum satisfies \(x^2+3R^2x-2R^4=0\). The positive root is \(x=R^2(\sqrt{17}-3)/2\). For \(R=20\) mm this puts the maximum at \(r=14.99\) mm, inside the racetrack radius.

## How flat is the flat centre?

At \(h=\sqrt2R\), \(s=3R^2\). With \(y=r^2/R^2\), the full profile becomes

\[
\frac{F(r)}{F(0)}
=\left(1+\frac y3\right)
\left(1+\frac{2y}{9}+\frac{y^2}{9}\right)^{-3/2}.
\]

Use \((1+u)^{-3/2}=1-\frac32u+\frac{15}{8}u^2+\cdots\) with \(u=2y/9+y^2/9\). The second factor is

\[
1-\frac y3+\left(-\frac16+\frac{5}{54}\right)y^2+\cdots
=1-\frac y3-\frac{2}{27}y^2+\cdots .
\]

Multiplication by \(1+y/3\) cancels the linear term and adds \(-1/9\) to the coefficient of \(y^2\):

\[
\frac{t(r)}{t(0)}=1-\frac{5}{27}\left(\frac rR\right)^4
+O\!\left(\frac{r^6}{R^6}\right).
\]

The direct sum over emitting points gives the coefficient \(-0.18519\), equal to \(-5/27\) to the digits shown. The film is not uniform, but its first departure from uniformity is of fourth order.

The flat centre costs some deposition rate. From \(F(0)=h^2/[\pi(h^2+R^2)^2]\), the greatest central rate occurs where \(h/(h^2+R^2)\) is greatest. Its derivative is \((R^2-h^2)/(h^2+R^2)^2\), so the maximum is at \(h=R\), where \(F(0)=1/(4\pi R^2)\). At \(h=\sqrt2R\), \(F(0)=2/(9\pi R^2)\). With \(R\) and the emission rate held fixed, the central rate is thus \(8/9\) of its greatest value.

## The chromium film

Take a discharge current of 0.20 A in argon and a yield of 1.2 sputtered atoms per ion. The yield and the chromium density of 7.2 g/cm³ are rough values. A yield of 1.2 belongs to argon ions of about 500 eV; at 300 to 400 eV it is nearer 0.8 to 1.0, and the rates below fall in proportion. If the whole current is carried to the target by singly charged ions, the number of emitted atoms per second is

\[
\dot N=\frac{1.2\times0.20\ \text{A}}{e}
=1.498\times10^{18}\ \text{s}^{-1}.
\]

Some of the current is in fact carried by electrons leaving the target, so this assumption overestimates the rate. The atomic mass of 52.0 u divided by the density gives a volume \(v=0.01199\) nm³ per atom in the film. The flat-centre distance is \(\sqrt2\times20\) mm \(=28.28\) mm, and the central growth rate is

\[
\dot N v\,\frac{2}{9\pi R^2}
=\frac{2\,(1.498\times10^{18}\ \text{s}^{-1})(0.01199\ \text{nm}^3)}
{9\pi\,(2.0\times10^{7}\ \text{nm})^2}
\approx3.18\ \text{nm/s}.
\]

After 60 s the model gives 190.6 nm at the centre and 188.5 nm at the edge of the disk. The absolute values are no better than the rough yield and current assumption. Their ratio, 0.9892, does not depend on either. The fourth-order formula alone gives \(1-(5/27)/16\approx0.988\), so higher terms matter little at this radius.

With current, yield and racetrack radius unchanged, a shorter distance, \(h=R\), and a longer one, \(h=2R\), compare with the flat-centre distance as follows:

| Distance | Central rate | Edge/centre |
|---|---:|---:|
| 20.00 mm | 3.57 nm/s | 1.099 |
| 28.28 mm | 3.18 nm/s | 0.989 |
| 40.00 mm | 2.29 nm/s | 0.959 |

The shortest distance gives the fastest central growth, but the edge is about 10% thicker than the centre. At the longest distance the edge is about 4% thinner.

## The best distance for a finite disk

Zero curvature is a condition at one point. A disk of radius \(a\) may be more even if a slight central dip is allowed. For small \(a/R\) and \(h\) slightly below \(\sqrt2R\), write

\[
\frac{t(r)}{t(0)}\approx1+\alpha r^2-\beta r^4,\qquad
\alpha\approx\frac{2(2R^2-h^2)}{9R^4},\qquad
\beta\approx\frac{5}{27R^4}.
\]

The maximum lies at \(r^2=\alpha/(2\beta)\), where the thickness exceeds the central value by the fraction \(\alpha^2/(4\beta)\). While \(0\le\alpha\le\beta a^2\), the edge is no thicker than the centre, and the difference between maximum and edge is

\[
\frac{\alpha^2}{4\beta}-\alpha a^2+\beta a^4
=\beta\left(a^2-\frac{\alpha}{2\beta}\right)^2 .
\]

This decreases as \(\alpha\) rises. Once \(\alpha>\beta a^2\), the centre is the thinnest point, and the difference between maximum and centre grows with \(\alpha\). Just beyond \(\sqrt2R\), \(\alpha\) is negative and the fall towards the edge deepens. Among distances near \(\sqrt2R\), the least spread therefore occurs at \(\alpha=\beta a^2\), where edge and centre are equally thick. It is \(\beta a^4/4\), one quarter of the value \(\beta a^4\) at \(h=\sqrt2R\). Inserting \(\alpha\) and \(\beta\),

\[
h^2\approx2R^2-\frac56a^2 .
\]

For \(a=10\) mm this gives about 26.8 mm, and minimization with the full profile in this neighbourhood gives 26.78 mm. Define the half spread as \((t_{\max}-t_{\min})/(t_{\max}+t_{\min})\). It falls from 0.545% at 28.28 mm to 0.161% at 26.78 mm. The improvement is about 3.4 times rather than four, because \(a/R=0.5\) is not very small. For \(a/R=0.1\) the computed factor is 3.974.

So the answer to part 3 is that 28.28 mm gives a locally flat centre, while a distance about 1.5 mm shorter gives a more even disk within this model. It is the best distance in that neighbourhood, not the best of all. Very far from the target the film becomes even again, because \(t(r)/t(0)\approx1-2r^2/h^2\) and the half spread is about \(a^2/h^2\). For this disk that falls to 0.16% at about 250 mm, but the central rate there is only about 3% of its value at 26.78 mm. These figures assume straight flight over the whole distance, which requires a mean free path much longer than 250 mm.

## What a real magnetron changes

The dimensions describe a small laboratory magnetron. Real emission need not follow the cosine law. For a probability per solid angle \((n+1)\cos^n\theta/(2\pi)\), the arrival density is proportional to \(h^{n+1}/d^{n+3}\). Put \(m=(n+3)/2\), so that \(f=q^{-m}\). The condition \(f'+R^2f''=0\) reads

\[
-m s^{-m-1}+m(m+1)R^2s^{-m-2}=0,
\]

so \(s=(m+1)R^2\) and

\[
h=R\sqrt{\frac{n+3}{2}} .
\]

Emission concentrated more strongly along the normal requires a longer distance. Between \(n=0.5\) and \(n=1.5\), chosen here to show the sensitivity, the flat-centre distance moves from 26.46 mm to 30.00 mm. This range is larger than the distance correction for the finite disk, so the emission law matters when the last percent of uniformity is sought.

A real racetrack also has width. Emission that is uniform per unit area over a band 8 mm wide, centred on the same radius, moves the flat-centre distance to 27.84 mm. The size of this shift depends on the radial emission profile, which on a real target is peaked rather than flat. As the target erodes, the emitting surface recedes. Adding a groove depth of 2 mm to \(h\), with the substrate left at its original position, lowers the edge-to-centre ratio from 0.989 to 0.978. This estimate leaves out the tilt of the groove walls and the shadows they cast.

Straight flight is also an approximation. At 1 mTorr, a low working pressure for such a source, and 300 K, a rough collision cross-section of 0.2 nm² gives a mean free path of about 155 mm, treating the gas atoms as stationary targets for faster sputtered atoms. The path from ring to centre is \(\sqrt3R=34.64\) mm, so a fraction \(1-e^{-34.64/155}\approx20\%\) of the atoms on that path collide first. For those that do not collide, the flat-centre distance is 28.89 mm. This is not the net effect of the gas. Scattered atoms can still reach the substrate, their contribution to the profile is not included, and it may cancel much of this shift. The cross-section is also uncertain: doubling it halves the mean free path to about 78 mm and raises the colliding fraction to 36%. At several mTorr the mean free path becomes comparable to the flight path, and the straight-flight result can then serve only as a starting point for measuring and adjusting the distance.

The computed values are collected in the numerical output below.

## Computed results

```
Racetrack radius: 20.0 mm
Disk radius: 10.0 mm
Discharge current: 0.20 A
Sputter yield (rough): 1.2 atoms/ion
Cr density (rough): 7.2 g/cm3
Cr atomic mass: 52.0 u
Zero-curvature ratio h/R, numerical: 1.414214
Flat-centre distance: 28.28 mm
Fraction of emitted atoms landing on plane: 1.000000
Quartic coefficient, numerical: -0.18519
Emitted atoms: 1.498e+18 1/s
Volume per Cr atom: 0.01199 nm3
Deposition time: 60 s
Centre thickness: 190.6 nm
Edge thickness: 188.5 nm
Central rate / greatest central rate: 0.8889
Off-centre peak radius at h=R: 14.99 mm
h=R: distance 20.00 mm, central rate 3.574 nm/s
h=R: relative curvature 0.2500 1/cm2, edge/centre 1.0991
h=sqrt(2)R: distance 28.28 mm, central rate 3.177 nm/s
h=sqrt(2)R: relative curvature -0.0000 1/cm2, edge/centre 0.9892
h=2R: distance 40.00 mm, central rate 2.287 nm/s
h=2R: relative curvature -0.0800 1/cm2, edge/centre 0.9587
Least-spread distance for disk: 26.78 mm
Half spread at sqrt(2)R: 0.545 %
Half spread at best distance: 0.161 %
Spread reduction, disk radius 0.1R: 3.974 times
Gas pressure: 1.0 mTorr
Gas temperature: 300 K
Collision cross-section (rough): 0.2 nm2
Mean free path: 155 mm
Flight length to centre: 34.64 mm
Atoms scattered before centre: 20.0 %
Racetrack width tested: 8.0 mm
thin ring, cosine: flat distance 28.28 mm, edge/centre at sqrt(2)R 0.9892
emission power 0.5: flat distance 26.46 mm, edge/centre at sqrt(2)R 0.9799
emission power 1.5: flat distance 30.00 mm, edge/centre at sqrt(2)R 1.0014
wide racetrack: flat distance 27.84 mm, edge/centre at sqrt(2)R 0.9865
uncollided atoms only: flat distance 28.89 mm, edge/centre at sqrt(2)R 0.9929
Groove depth tested: 2.0 mm
Edge/centre with groove depth added to h: 0.9784
```
